# Line and areal roughness spectra differ by one power of wavenumber

## What dimensions require

A rough film surface has height $h(x,y)$, measured in nm from its mean. Let its statistics be the same everywhere and in every direction. Over distances $r$ well below a correlation length $\xi$, let the mean-square height difference grow as a power,

$$H(r)=\langle[h(\mathbf r)-h(0)]^2\rangle=B\,r^{2a},\qquad 0<a<1 .$$

The number $a$ is the roughness exponent. Since $H$ is in nm², $B$ is in nm$^{2-2a}$.

Two spectra can be formed from the same image. With the height correlation $G(r)=\langle h(0)h(\mathbf r)\rangle$, they are

$$C_1(q)=\int dx\,G(x,0)\,e^{-iqx},\qquad C_2(q)=\int d^2r\,G(r)\,e^{-i\mathbf q\cdot\mathbf r}.$$

The line spectrum $C_1$ is averaged over parallel scan lines. The areal spectrum $C_2$ is averaged over all directions of $\mathbf q$, that is, around a ring of radius $q$. One integral over length makes $C_1$ a quantity in nm³; two make $C_2$ a quantity in nm⁴.

Suppose that at wavenumbers far above $1/\xi$ and far below the pixel limit the spectra depend only on $B$ and $q$. Multiplying all heights by a factor multiplies $B$, $C_1$ and $C_2$ alike by the square of that factor, so both spectra must be proportional to $B$. The units then fix the power of $q$:

$$C_1=c_1\,B\,q^{-(2a+1)},\qquad C_2=c_2\,B\,q^{-(2a+2)},$$

with pure numbers $c_1,c_2$. For instance, $B\,q^{-(2a+1)}$ has the unit nm$^{2-2a}\cdot$nm$^{2a+1}=$ nm³. The slopes on a log-log plot must differ by one, because the spectra differ by one power of length.

The idea to be refuted is that both spectra, coming from one image of one surface, fall with one slope, so that one rule converts either slope into $a$.

## A counter-example: random flat islands

Drop $N$ flat circular islands of height $b$ at independent random places on a periodic square of side $L$, and let their heights add where they overlap. The radii $R$ are spread over a range. Write $n=N/L^2$ for the number per area. Everything needed can be calculated for this surface.

**Roughness exponent.** Compare the heights at two points a distance $r$ apart. An island changes the difference if it covers one point and not the other; its contribution is then $+b$ or $-b$ with equal probability. The contributions are independent with zero mean, so their mean squares add. An island covers the first point if its centre lies in a disc of radius $R$ around that point, and likewise for the second. If the two discs overlap in an area $S(r)$, the centres that count fill an area $2[\pi R^2-S(r)]$. Hence

$$H(r)=2nb^2\,\langle \pi R^2-S(r)\rangle .$$

The overlap of two equal discs is

$$S(r)=2R^2\arccos\frac{r}{2R}-\frac r2\sqrt{4R^2-r^2}.$$

For $r\ll R$, $\arccos(r/2R)\approx\pi/2-r/2R$, so the first term is $\pi R^2-Rr$. The second is $-Rr$. Thus $S\approx\pi R^2-2Rr$ and

$$H(r)\approx4nb^2\langle R\rangle\,r .$$

Comparison with $r^{2a}$ gives $a=1/2$.

**Areal spectrum.** Inserting the definition of $G$ shows that $C_2$ is also the mean of $|\int d^2r\,h\,e^{-i\mathbf q\cdot\mathbf r}|^2$ divided by $L^2$. The island positions are independent, so for $q\neq0$ the cross terms between islands average to zero and the powers add. One island has the transform

$$b\int_0^R 2\pi r\,J_0(qr)\,dr=\frac{2\pi bR}{q}J_1(qR).$$

For $qR\gg1$, $J_1^2(qR)\approx(2/\pi qR)\cos^2(qR-3\pi/4)$. The spread of radii replaces the squared cosine by $1/2$ once $q$ times the spread is large. Therefore

$$C_2\approx n\left\langle\frac{4\pi^2b^2R^2}{q^2}\,\frac{1}{\pi qR}\right\rangle=\frac{4\pi nb^2\langle R\rangle}{q^3}.$$

The slope is $3=2a+2$.

**Line spectrum.** A scan line cuts an island if the centre lies within $R$ of the line. There are on average $2n\langle R\rangle$ such cuts per unit length. Each cut is a box of height $b$ and some chord length $\ell$, whose transform has the squared modulus

$$\left|b\,\frac{1-e^{-iq\ell}}{iq}\right|^2=\frac{2b^2(1-\cos q\ell)}{q^2}.$$

The chord lengths are continuously distributed, so the mean of $\cos q\ell$ tends to zero as $q$ grows. The powers of the boxes add, and

$$C_1\approx2n\langle R\rangle\,\frac{2b^2}{q^2}=\frac{4nb^2\langle R\rangle}{q^2}.$$

The slope is $2=2a+1$. The same islands, with the same edges, give slope 2 along lines and slope 3 over the area.

**Numbers.** Three such surfaces were built on a computer, each with 800 islands on $1024\times1024$ pixels and radii drawn uniformly from 30 to 90 pixels. Height differences at 2, 4 and 8 pixels give $a=0.503$. Straight lines were fitted to the logarithms of the spectra, computed by fast Fourier transform, between 0.15 and 0.60 rad/pixel. There $qR$ is at least $0.15\times30=4.5$. The slopes are 1.997 for the line spectrum and 2.987 for the areal one. They are good to about 0.02: the same fits applied to the ensemble-averaged spectra, with pixel sampling included, give 1.98 and 2.99, because sampling raises the line spectrum by 3 % at 0.60 rad/pixel.

The rules that belong to these slopes, $a=(s_1-1)/2$ and $a=(s_2-2)/2$, give 0.498 and 0.493. Exchanging the rules gives $-0.002$ from the line slope and 0.993 from the areal slope. The first would describe a surface whose height differences do not grow as any power of distance. The second would describe one that is nearly smooth at short range, with height difference proportional to distance. Neither is a surface of sharp-edged islands.

## The general statement

Let the surface be statistically homogeneous and isotropic, and let its areal spectrum follow a power law $C_2=A\,q^{-s_2}$ for $1/\xi\ll q\ll\pi/\Delta$, where $\Delta$ is the pixel size. If $H(r)\propto r^{2a}$ with $0<a<1$ in the corresponding range of distances, then

$$s_2=2a+2,\qquad s_1=2a+1 .$$

A line slope read by the areal rule gives $(2a+1-2)/2=a-\tfrac12$. An areal slope read by the line rule gives $(2a+2-1)/2=a+\tfrac12$.

The power law in $C_2$ is a separate assumption. Islands of one single radius still have $H\propto r$, but the squared cosine in their areal spectrum is not averaged away. The radius then remains as a second length, which the opening argument excluded.

## Proof

**From the areal spectrum to the exponent.** Inverting the transform gives $G(r)=\int d^2q\,C_2\,e^{i\mathbf q\cdot\mathbf r}/(2\pi)^2$. Expanding the square in $H$ gives $H(r)=2[G(0)-G(r)]$, so

$$H(r)=2\int\frac{d^2q}{(2\pi)^2}\,C_2(q)\,[1-\cos(\mathbf q\cdot\mathbf r)].$$

Insert $C_2=A\,q^{-s_2}$ and set $\mathbf q=\mathbf u/r$. The area element gives $r^{-2}$ and the spectrum gives $r^{s_2}$:

$$H(r)=r^{\,s_2-2}\;2A\int\frac{d^2u}{(2\pi)^2}\,u^{-s_2}\,[1-\cos(\mathbf u\cdot\hat{\mathbf r})].$$

The remaining integral is a number if it converges. At small $u$ the bracket is of order $u^2$ and the integrand, with $d^2u\propto u\,du$, behaves as $u^{3-s_2}$; this needs $s_2<4$. At large $u$ it behaves as $u^{1-s_2}$; this needs $s_2>2$. Within these limits the integral is dominated by $u$ of order one, that is, by waves with $q$ of order $1/r$, so the ends of the power-law range do not matter when they are far enough away. The part of the integral below $u=r/\xi$ is of order $(r/\xi)^{4-s_2}$ and the part above $u=\pi r/\Delta$ of order $(\pi r/\Delta)^{2-s_2}$. When $s_2$ is close to 4 or to 2, one of these fades slowly and that end must be very far away. Comparison with $r^{2a}$ gives $s_2=2a+2$, and the two limits are the condition $0<a<1$. Values of $s_2$ outside them are excluded by the assumed growth of $H$: for $s_2\ge4$ the longest waves dominate and $H$ grows as $r^2$, for $s_2\le2$ the shortest dominate and $H$ is constant, in both cases apart from a logarithm at the limit itself.

**From the areal to the line spectrum.** Integrate $C_2$ over $q_y$. Since $\int dq_y\,e^{-iq_yy}/(2\pi)=\delta(y)$,

$$\int\frac{dq_y}{2\pi}\,C_2(q_x,q_y)=\int dx\,dy\,G\,e^{-iq_xx}\,\delta(y)=C_1(q_x).$$

This is where the shared-slope idea fails. A wave that crosses the scan line obliquely appears on the line with its component $q_x$, whatever its $q_y$. The line spectrum at $q_x$ therefore collects all areal waves on a whole straight line in the $\mathbf q$ plane.

With $C_2=A(q_x^2+q_y^2)^{-(a+1)}$ and $q_y=q_xt$, the element $dq_y=q_x\,dt$ supplies one extra power of $q_x$:

$$C_1(q_x)=\frac{A}{2\pi}\,q_x^{-(2a+1)}\,I,\qquad I=\int_{-\infty}^{\infty}\frac{dt}{(1+t^2)^{a+1}} .$$

Setting $t=\tan\varphi$ turns $I$ into $\int_{-\pi/2}^{\pi/2}\cos^{2a}\varphi\,d\varphi$, a beta integral with the value $\sqrt\pi\,\Gamma(a+\tfrac12)/\Gamma(a+1)$. So

$$C_1(q)=\frac{\Gamma(a+\frac12)}{2\sqrt\pi\,\Gamma(a+1)}\,A\,q^{-(2a+1)},$$

which completes the proof. For the islands, $a=1/2$ and $\Gamma(3/2)=\sqrt\pi/2$, so the prefactor is $1/\pi$. With $A=4\pi nb^2\langle R\rangle$ this returns $C_1=4nb^2\langle R\rangle/q^2$, as found by counting chords.

All waves in the projection have $q\ge q_x$, so on an unbounded or periodic surface the line spectrum above the knee at $1/\xi$ draws nothing from below it. In a finite image whose opposite edges do not match, some power from longer waves does leak in. If the surface or the instrument removes waves beyond a cut-off $Q\gg q_x$, the line spectrum loses a fraction of order $(q_x/Q)^{2a+1}$, so the fit must stay well below $Q$. It must also stay well below the pixel limit, because sampling a line at spacing $\Delta$ adds to the power at $q$ the powers at $2\pi m/\Delta\pm q$ for all $m=1,2,\dots$.

## Ring sum, ridges and ambiguous slopes

**Ring sum.** Some analyses add the power around each ring instead of averaging it. With $w$ the rms roughness,

$$w^2=\int\frac{d^2q}{(2\pi)^2}C_2=\int_0^\infty dq\,\frac{q\,C_2}{2\pi},\qquad w^2=\int_0^\infty dq\,\frac{C_1}{\pi}.$$

The summed density $qC_2/2\pi$ falls as $q^{-(2a+1)}$, with the same slope as the line spectrum. It is still a different quantity: in the scaling range the ratio of the two densities is

$$\frac{qC_2/2\pi}{C_1/\pi}=\frac{qC_2}{2C_1}=\frac{\sqrt\pi\,\Gamma(a+1)}{\Gamma(a+\frac12)} .$$

Before a slope is converted, one must know whether the rings were averaged or summed.

**Ridges.** For the line slope, isotropy can be relaxed. If $C_2$ depends on $q_x^2+g^2q_y^2$ with constant $g$, the substitution $q_y=q_xt/g$ multiplies $C_1$ by $1/g$, for the same $C_2$ along the $q_x$ axis, and leaves its slope alone. The ring average keeps its slope too, provided the whole ring lies in the power-law range, since $C_2$ then falls with the same power in every direction. Infinitely long parallel ridges are a different case. Their height depends on $x$ alone, so $C_2(q_x,q_y)=2\pi\,\delta(q_y)\,C_1(q_x)$. A cut through the areal spectrum along $q_x$ then has the same slope as the line spectrum. The ring average does not: the ring meets the $q_x$ axis twice, each crossing contributes $C_1/q$, and the average is $2C_1(q)/q$, again steeper by one.

**What a slope alone can tell.** For $0<a<1$ line slopes lie between 1 and 3, areal slopes between 2 and 4. A slope between 2 and 3 is possible for both, and nothing in its value reveals which rule applies. Outside this overlap the wrong rule betrays itself by giving a negative $a$ or one above 1.

## A film image with a knee

A model with a finite correlation length shows how well the slopes can be read. Take

$$C_2(q)=4\pi a\,w^2\xi^2\,(1+q^2\xi^2)^{-(a+1)} .$$

The prefactor is fixed by the roughness, since $\int_0^\infty q\,dq\,(1+q^2\xi^2)^{-(a+1)}=1/(2a\xi^2)$ makes $\int_0^\infty dq\,qC_2/2\pi=w^2$. For the projection put $q_y\xi=t\sqrt{1+q_x^2\xi^2}$. The same integral $I$ appears, and with $\Gamma(a+1)=a\,\Gamma(a)$

$$C_1(q)=2\sqrt\pi\,w^2\xi\,\frac{\Gamma(a+\frac12)}{\Gamma(a)}\,(1+q^2\xi^2)^{-(a+1/2)} .$$

The local slopes $-d\ln C/d\ln q$ are $2a+2$ and $2a+1$, both multiplied by $q^2\xi^2/(1+q^2\xi^2)$. For $q\xi\ll1$ both spectra are flat, so their slopes there say nothing about $a$.

Choose $a=0.7$, $w=3$ nm and $\xi=200$ nm, and an image of side 5.12 µm with 5 nm pixels. The ideal slopes are 2.40 and 3.40. The knee is at 0.005 rad/nm and the pixel limit at 0.628 rad/nm. The fit runs from 0.03 to 0.15 rad/nm, or wavelengths from 209 down to 42 nm. At its ends the formulas give

- 0.03 rad/nm: $C_1=59.2$ nm³, $C_2=6830$ nm⁴;
- 0.15 rad/nm: $C_1=1.28$ nm³, $C_2=30$ nm⁴.

The slopes between these points are $\ln(59.2/1.28)/\ln5=2.38$ and $\ln(6830/30)/\ln5=3.37$, slightly below the ideal values because of the knee.

Four images were then synthesized by filtering random numbers so that their areal spectrum follows the model, on a grid of 2.5 nm of which every second point was kept. The areal law is thus an input, while the line spectrum is obtained from the rows of the image. The fitted slopes are $s_1=2.379$ and $s_2=3.377$. The right rules give

$$\frac{2.379-1}{2}=0.690,\qquad\frac{3.377-2}{2}=0.689,$$

and the exchanged rules give 0.190 and 1.189. The ring sum has slope 2.377. Its ratio to the line density is 1.729, against 1.754 from the power-law formula. In the model the knee multiplies this ratio by $q\xi/\sqrt{1+q^2\xi^2}$, which is 0.986 at the lower end of the window and closer to one above it. Averaged over the window, the knee lowers the ratio to 1.744 and so accounts for only 0.6 % of the deficit of 1.4 %. The ensemble value for this grid is 1.743, so the rest is scatter among four images.

The error matters when roughness is carried from one scale to another. For $r\ll\xi$ the rms height difference $\sqrt H$ varies as $r^a$. At 20 nm, a tenth of $\xi$, this is only an approximation. In the images $\sqrt H$ is 0.861 nm at that distance. By the power law, going down to 5 nm multiplies it by $4^{-a}$:

- with $a=0.690$: 0.331 nm;
- with $a=0.190$, the misread line slope: 0.662 nm;
- with $a=1.189$, the misread areal slope: 0.166 nm.

The value in the images is 0.336 nm. The 2.5 nm grid omits the shortest waves; the model without that cut-off gives 0.345 nm, so the right rule comes out about 4 % low, because 20 nm is not yet small enough against $\xi$. An error of one half in $a$ is an error of $4^{1/2}=2$ in the result.

## Beside a real measurement

The parameters are round numbers chosen for illustration, not values measured on a particular film. A real image also departs from the model. The resulting shifts of $a$, for these parameters and this fit window, were computed by altering the synthetic images; the knee was sized by fitting the model formulas. Each pair gives the line value, then the areal value. The shifts due to tip, noise and line offsets come from a single image, those due to the edges from four. Their scatter from image to image was not determined, so they show sizes rather than exact values.

- Knee at $1/\xi$: $-0.006$, $-0.008$.
- Aliasing by the 5 nm pixels, from the model without cut-off: $-0.006$, $-0.002$. The images, built on a 2.5 nm grid, contain only about $-0.001$ of it.
- Parabolic tip of radius 20 nm: $+0.028$, $+0.016$ on the 2.5 nm grid, rising to about $+0.031$, $+0.018$ on a grid four times finer.
- White height noise of 0.05 nm rms: $-0.004$, $-0.001$.
- Random offsets between scan lines, 0.1 nm rms: below 0.001, $-0.006$.
- Image edges that do not match, side 2.56 µm: $-0.027$, $-0.032$.

The Fourier transform treats an image as periodic, so unequal opposite edges act as a jump. A jump has a power spectrum falling as $q^{-2}$, more slowly than the line spectrum here, and therefore flattens it. Multiplying the image by a Hann window, $\tfrac12[1-\cos(2\pi x/L)]$ in each scanned direction, takes it to zero at the edges and, for the images used here, reduces the shifts to $+0.002$ and $-0.007$. These figures include scatter; the ensemble averages are $-0.032$, $-0.037$ without the window and $+0.002$, $+0.003$ with it. No shift in the set reaches 0.04, less than a tenth of the error made by exchanging the rules.

These sizes belong to this film, with its gentle slopes and $a=0.7$. On steeper films the tip matters much more: the same tip shifts $a$ by about $+0.11$, $+0.07$ at $w=10$ nm and by $+0.21$, $+0.16$ at $w=20$ nm. A larger exponent makes unwindowed edges worse, about $-0.14$ for both spectra at $a=0.9$. On smoother films the noise takes over. White noise of rms $\sigma$ is correlated over one pixel only and adds $\sigma^2\Delta=0.05^2\times5=0.0125$ nm³ to $C_1$. That is 1 % of the 1.28 nm³ at the upper end of the window. Smooth epitaxial layers can have a roughness of a few tenths of a nm. With $w=0.3$ nm and all else unchanged, $C_1$ falls a hundredfold to 0.0128 nm³, and noise and surface contribute equally there. The areal spectrum suffers less, but not negligibly: the noise adds $\sigma^2\Delta^2=0.0625$ nm⁴ to a surface value of 0.30 nm⁴. The fitted $a$ then drops by about 0.25 for the line spectrum and 0.07 for the areal one, so the fit would have to stop at a smaller $q$, whichever spectrum is used. The scaled model only sizes the noise. At such roughness a crystalline layer consists of terraces and atomic steps, and rounding the model heights to steps of 0.28 nm by itself lowers the fitted $a$ by more than 0.4.
